# Inverse Iteration with the Full Jacobian for One-Orbital Nonlinear Eigenproblems

**Setting.** Two electrons of opposite spin share one real orbital in a one-dimensional harmonic trap. On $N$ grid points $x_i$ with spacing $\Delta x$ the orbital is a vector $v$ with $v_i=\sqrt{\Delta x}\,\varphi(x_i)$, so that $v^Tv=1$. The matrix $h$ holds the kinetic energy and the trap potential $\tfrac12\omega^2x^2$, and $W_{ij}=1/\sqrt{(x_i-x_j)^2+1}$ is a softened repulsion. Atomic units are used, with $\omega=0.5$. Write $n=v\circ v$ for the vector of squares and $D=\mathrm{diag}(v)$. The restricted Hartree–Fock energy of a unit vector is

$$E(v)=2v^Thv+n^TWn .$$

This is a mean-field model and leaves out correlation. The task is to solve its orbital equation by a Newton-type method and to predict how fast the method converges.

## (a) The eigenproblem and its Jacobian

*Derive the orbital equation. Write it as $A(v)v=\lambda v$ with $A(cv)=A(v)$ for all $c\neq0$. Find the Jacobian $J(v)$ of $F(v)=A(v)v$, and its action on $v$ itself.*

**Solution.** Since $\partial(n^TWn)/\partial v_k=4v_k(Wn)_k$, stationarity of $E-2\lambda(v^Tv-1)$ gives

$$4hv+4D\,Wn-4\lambda v=0 .$$

For unit $v$ this is $[h+\mathrm{diag}(Wn)]v=\lambda v$. Dividing the density by $s=v^Tv$ changes nothing on the unit sphere and makes the matrix independent of the length of $v$:

$$A(v)=h+\frac{\mathrm{diag}(Wn)}{s},\qquad F(v)=hv+\frac{D\,Wn}{s}.$$

In the last term of $F_i$, namely $v_i(Wn)_i/s$, the variable $v_k$ enters through the prefactor, the density and $s$. The product rule gives

$$J(v)=h+\frac{\mathrm{diag}(Wn)}{s}+\frac{2DWD}{s}-\frac{2(D\,Wn)v^T}{s^2}.$$

The last term makes $J$ nonsymmetric in general. Now apply $J$ to $v$. Because $Dv=n$ and $v^Tv=s$, the third term gives $+2D\,Wn/s$ and the fourth gives $-2D\,Wn/s$. They cancel, so

$$J(v)v=A(v)v=F(v). \tag{1}$$

This does not depend on the model. If $A(cv)=A(v)$, then $F(cv)=cF(v)$, and differentiating with respect to $c$ at $c=1$ gives (1). At a solution $v_*$ it follows that $J(v_*)v_*=\lambda v_*$: the orbital energy is an eigenvalue of the Jacobian too.

Parts (b) to (f) use a general smooth, real symmetric, scale-invariant $A(v)$, and return to the model for numbers.

## (b) From Newton's method to inverse iteration

*Apply Newton's method to $F(v)-\lambda v=0$ with a normalization condition, and simplify the step with (1). What iteration results if the shift is held fixed, and what are its fixed points?*

**Solution.** Let $v_k$ be a unit vector, $\lambda_k$ the current eigenvalue and $J_k=J(v_k)$. Linearize in the new values $v,\lambda$, with the condition $v_k^Tv=1$:

$$F(v_k)+J_k(v-v_k)-\lambda_kv-(\lambda-\lambda_k)v_k=0 .$$

By (1), $F(v_k)-J_kv_k=0$. What remains is

$$(J_k-\lambda_k)\,v=(\lambda-\lambda_k)\,v_k . \tag{2}$$

The Newton direction is therefore that of $(J_k-\lambda_k)^{-1}v_k$, one step of inverse iteration with shift $\lambda_k$. Multiplying by $v_k^T(J_k-\lambda_k)^{-1}$ and using $v_k^Tv=1$ gives the eigenvalue update $\lambda=\lambda_k+1/[v_k^T(J_k-\lambda_k)^{-1}v_k]$.

Freezing the shift at a number $\sigma$ gives

$$\psi(v)=(J(v)-\sigma)^{-1}v,\qquad v_{k+1}=\phi(v_k)=\pm\frac{\psi(v_k)}{\|\psi(v_k)\|}, \tag{3}$$

where the sign is chosen so that $v_k^Tv_{k+1}>0$.

At a fixed point $(J(v)-\sigma)^{-1}v=cv$ with some $c\neq0$, hence $J(v)v=(\sigma+1/c)v$. By (1) this says $A(v)v=(\sigma+1/c)v$, so every fixed point solves the original problem. Conversely, a solution $v_*$ has

$$\psi(v_*)=\frac{v_*}{\lambda-\sigma}$$

and is a fixed point, provided $J(v_*)-\sigma$ is invertible.

## (c) The convergence rate

*Linearize (3) about a solution $v_*$ and find the rate. When does the solution attract the iteration?*

**Solution.** The matrix in (3) changes with $v$, and this could contribute at first order. To see whether it does, differentiate $J(v)v=F(v)$ in a direction $g$. The left side gives $DJ(v)[g]\,v+J(v)g$ and the right side gives $J(v)g$. Therefore

$$DJ(v)[g]\,v=0\quad\text{for every } g. \tag{4}$$

Next differentiate $(J(v)-\sigma)\psi=v$ at $v_*$, writing $J_*=J(v_*)$:

$$DJ(v_*)[g]\,\psi(v_*)+(J_*-\sigma)\,D\psi\,g=g .$$

As $\psi(v_*)$ is parallel to $v_*$, the first term vanishes by (4), and $D\psi=(J_*-\sigma)^{-1}$. To first order the Jacobian behaves as if it were constant.

Normalizing divides by $\|\psi(v_*)\|=1/|\lambda-\sigma|$ and projects with $P=I-v_*v_*^T$. The sign choice supplies the sign of $\lambda-\sigma$. Together,

$$D\phi=(\lambda-\sigma)\,P\,(J_*-\sigma)^{-1}. \tag{5}$$

Let the columns of $V$ be an orthonormal basis of the complement of $v_*$. Since $J_*v_*=\lambda v_*$, in the basis $(v_*,V)$

$$J_*\to\begin{pmatrix}\lambda&b^T\\0&M\end{pmatrix},\qquad M=V^TJ_*V,\quad b^T=v_*^TJ_*V .$$

The eigenvalues of $M$ are the remaining eigenvalues $\mu_j$ of $J_*$. The inverse of a block-triangular matrix has the inverted blocks on its diagonal, and $P$ removes the first row, where $b$ appears. For a unit vector $v$ near $v_*$ the error $e=v-v_*$ has the component $-\tfrac12\|e\|^2$ along $v_*$, which is of second order. The tangential part $y=V^Te$ obeys

$$y_{k+1}=(\lambda-\sigma)(M-\sigma)^{-1}y_k+O(\|y_k\|^2). \tag{6}$$

The factors are $(\lambda-\sigma)/(\mu_j-\sigma)$. The largest in magnitude governs a generic start, meaning one with a component along the slowest mode:

$$\boxed{\;\rho=\frac{|\lambda-\sigma|}{\min_j|\mu_j-\sigma|}\;}$$

The "next" eigenvalue is thus the remaining eigenvalue of $J_*$ nearest to the shift. If $\lambda$ is nearer to $\sigma$ than every $\mu_j$, then $\rho<1$ and the solution attracts. If $\rho>1$ it repels generic starts, and at $\rho=1$ the linearization does not decide. The result is local and says nothing about where a distant start ends.

For a nonsymmetric $M$ the $\mu_j$ may be complex, and $\rho$ is a long-run rate that permits transient growth. Part (d) shows that the present model is simpler.

## (d) Meaning of the $\mu_j$, and numbers

*Show that in the model the $\mu_j$ are real, relate them to the energy, and compare them with the eigenvalues $\varepsilon_j$ of $A(v_*)$. Evaluate $\rho$ for several shifts.*

**Solution.** In $M=V^TJ_*V$ the last term of $J$ drops out because $v_*^TV=0$. With $s=1$,

$$M=V^T\big[h+\mathrm{diag}(Wn)+2DWD\big]V , \tag{7}$$

which is symmetric. Hence the $\mu_j$ are real, and to first order (6) shrinks the error norm by a factor of at most $\rho$ in each step.

The second-derivative matrix of $E-2\lambda(v^Tv-1)$ is $4[h+\mathrm{diag}(Wn)+2DWD-\lambda]$, so on the unit sphere

$$E=E_*+2\,y^T(M-\lambda)y+O(\|y\|^3).$$

The gap $\mu_j-\lambda$ measures the stiffness of the energy against rotating the orbital, including the response of the mean field.

The eigenvalues of $V^TA(v_*)V$ are the $\varepsilon_j$ other than $\lambda$, and they lack the response term $2DWD$. That term is positive semidefinite, because $1/\sqrt{r^2+1}=(2/\sqrt\pi)\int_0^\infty e^{-t^2(r^2+1)}dt$ is a positive mixture of Gaussians, each with a positive Fourier transform. Taken in ascending order, each $\mu_j$ is therefore at least as large as the corresponding $\varepsilon_j$.

The solution, found independently by damped diagonalization, has $\lambda=0.929182$ hartree. The lowest remaining eigenvalues are $\mu_1=1.575062$ and $\varepsilon_1=1.313155$ hartree. For $\sigma=0.5$ hartree,

$$\rho=\frac{0.929182-0.5}{1.575062-0.5}=\frac{0.429182}{1.075062}=0.3992 .$$

The measured ratio of successive errors is 0.3992. Using $\varepsilon_1$ in place of $\mu_1$ would give 0.528, which the iteration does not follow. From a displaced Gaussian with error norm 0.249, the linear law predicts $\ln(10^{-8}/0.249)/\ln0.3992\approx18.5$ steps to reach $10^{-8}$; the run took 19.

Other shifts behave as follows.

- At $\sigma=0$ the rate is 0.590. For $\sigma<\lambda$ one has $1-\rho=(\mu_1-\lambda)/(\mu_1-\sigma)$, so a very low shift is safe locally but slow.
- At $\sigma=1.0$ hartree, above $\lambda$, the rate is $0.070818/0.575062=0.123$. The signed factor is negative, so the slowest error component alternates in sign.
- Attraction ends where $\lambda$ and $\mu_1$ are equally distant from the shift, at $\sigma=(\lambda+\mu_1)/2=1.252$ hartree. At $\sigma=1.381298$ hartree the formula gives $0.452116/0.193764=2.333$, and a tiny error was indeed seen to grow by 2.333 per step.

Symmetry can hide the next eigenvalue. The trap and the repulsion are unchanged by $x\to-x$, so for an even $v$ the matrix $J(v)$ commutes with reflection and the iteration stays even. The mode of $\mu_1$ is odd. An even start is governed by the lowest even one, $1.874947$ hartree, and at $\sigma=0.5$ the rate becomes $0.429182/1.374947=0.312$, as measured.

## (e) Updating the shift

*Show that the Newton update of $\lambda_k$ in (b) gives at least quadratic convergence if no $\mu_j$ equals $\lambda$.*

**Solution.** Set $e=v_k-v_*$ and $\delta=\lambda_k-\lambda$, where $\lambda$ again denotes the solution. Let $v_+,\lambda_+$ be the Newton values before rescaling, with errors $d=v_+-v_*$ and $\beta=\lambda_+-\lambda$. Taylor expansion about $v_k$ and (1) give

$$\lambda v_*=F(v_*)=F(v_k)-J_ke+O(\|e\|^2)=J_kv_*+O(\|e\|^2),$$

so $J_kv_*=\lambda v_*+r$ with $r=O(\|e\|^2)$. Subtract $(J_k-\lambda_k)v_*=-\delta v_*+r$ from (2), in which $\lambda_+-\lambda_k=\beta-\delta$:

$$(J_k-\lambda_k)d=(\beta-\delta)(v_*+e)+\delta v_*-r=\beta v_k-\delta e-r .$$

The normalization gives $v_k^Td=1-v_k^Tv_*=\tfrac12\|e\|^2$. Together,

$$\begin{pmatrix}J_k-\lambda_k&-v_k\\v_k^T&0\end{pmatrix}\begin{pmatrix}d\\\beta\end{pmatrix}=\begin{pmatrix}-\delta e-r\\\tfrac12\|e\|^2\end{pmatrix}. \tag{8}$$

The right side is of second order in $(e,\delta)$. It remains to see that the matrix is invertible at the solution. A null vector $(a,\gamma)$ there has $v_*^Ta=0$, so $a=Vz$, and $(J_*-\lambda)Vz=\gamma v_*$. Multiplying by $V^T$ gives $(M-\lambda)z=0$, hence $z=0$ when no $\mu_j$ equals $\lambda$, and then $\gamma=0$. By continuity the inverse stays bounded nearby, so $d$ and $\beta$ are of second order. Rescaling $v_+$ to unit length at most doubles $\|d\|$.

Although $J_k-\lambda_k$ itself becomes singular, the bordered matrix in (8) does not. In the model, starting from the trap ground state displaced by 0.3 bohr with $\lambda_0=v_0^TF(v_0)$, the joint error $\sqrt{\|e\|^2+\delta^2}$, with $\delta$ in hartree, ran through $0.172$, $0.0285$, $5.7\times10^{-4}$, $2.4\times10^{-7}$ and then rounding level. Each error divided by the square of the one before gave 0.96, 0.70 and 0.76. The price is a new factorization at every step, which the fixed-shift method also pays because $J(v_k)$ changes.

## (f) What is lost with $A$ in place of $J$

*Repeat the linearization for $v_{k+1}\propto(A(v_k)-\sigma)^{-1}v_k$ and take $\sigma\to\lambda$. Compare with plain self-consistent iteration.*

**Solution.** Differentiating $F=A(v)v$ gives $DA(v_*)[g]v_*=(J_*-A_*)g$, which does not vanish in general. With $\chi=(A(v)-\sigma)^{-1}v$ and $\chi(v_*)=v_*/(\lambda-\sigma)$,

$$\frac{(J_*-A_*)g}{\lambda-\sigma}+(A_*-\sigma)D\chi\,g=g .$$

Solve for $D\chi$ and normalize as in (c). With $A_\perp=V^TA_*V$ and $R=V^T(J_*-A_*)V$, the tangential error is multiplied by

$$(A_\perp-\sigma)^{-1}\big[(\lambda-\sigma)-R\big]\;\longrightarrow\;-(A_\perp-\lambda)^{-1}R\quad(\sigma\to\lambda).$$

Plain self-consistent iteration takes the lowest eigenvector of $A(v_k)$. First-order perturbation theory gives its new tangential error as $-(A_\perp-\lambda)^{-1}V^TDA(v_*)[Vy]v_*=-(A_\perp-\lambda)^{-1}Ry$, the same limit. A perfect shift cannot repair a mean field that lags one step behind.

From the displaced Gaussian of (d) and with the shift 0.001 hartree below $\lambda$, the version with $A$ has rate 0.743 and needs 58 steps to $10^{-8}$; plain iteration has rate 0.747 and also needs 58. The version with $J$ has $\rho=0.001/0.64688=0.0015$ and needs 4.

The two slow rates belong to this choice of $A$. The usual Fock matrix, $h+2\,\mathrm{diag}(Wn)-DWD$ for unit $v$, gives the same result when applied to $v$ but acts differently on the other orbitals. It exceeds $A$ by $\mathrm{diag}(Wn)-DWD$. This matrix annihilates $v$ and is positive semidefinite, because $g^T[\mathrm{diag}(Wn)-DWD]g=\tfrac12\sum_{ij}W_{ij}(g_iv_j-g_jv_i)^2$. So $v_*$ remains the lowest eigenvector and the other levels can only move up. Self-consistent iteration with it has the same solution and, in this model, a much better rate, about 0.24 per step. The rate 0.747 is therefore not that of ordinary Hartree–Fock iteration.

## (g) Where scale invariance enters

*Suppose the division by $v^Tv$ is omitted, $\tilde A(v)=h+\mathrm{diag}(Wn)$, while the iterates are still normalized. To what does iteration (3) converge, if it converges?*

**Solution.** On the unit sphere $\tilde A=A$, so the orbital equation is unchanged. The Jacobian is not: $\tilde J=h+\mathrm{diag}(Wn)+2DWD$, and

$$\tilde J(v)v=hv+3D\,Wn .$$

A fixed point satisfies $\tilde J(v)v=\kappa v$, that is, $[h+3\,\mathrm{diag}(Wn)]v=\kappa v$. The iteration solves a problem with tripled repulsion. In the model, with $\sigma=0$, it converged to $\kappa=2.130$ hartree instead of $0.929$, at a distance 0.185 from the true orbital. A separate self-consistent solution with tripled repulsion gave the same orbital to rounding level.

Newton's method itself is not at fault. Without (1) its linear equation keeps a source term,

$$(\tilde J_k-\lambda_k)v=(\lambda-\lambda_k)v_k+2D_kWn_k ,$$

and is no longer inverse iteration. Dividing the density by $v^Tv$ removes this term and restores the rate found in (c). The full set of values is in the numerical output below.

## Numbers as computed

```
trap frequency, softening (a.u.): 0.5 1.0
box length (bohr), grid points: 20.0 79
target eigenvalue lambda (hartree): 0.929182
lambda change on doubled grid (hartree): 3.3e-12
residual norm of reference (hartree): 3.8e-14
next three mu_j of J (hartree): [1.575062 1.874947 2.288411]
next three eps_j of A (hartree): [1.313155 1.748872 2.204558]
lowest even mu_j (hartree): 1.874947
largest deviation, J formula vs differences: 3.8e-10
map derivative spectrum, largest deviation: 4.3e-09
start error, Gaussian displaced 0.5 bohr: 0.2493
shift (hartree) | predicted rate | observed rate | steps to 1e-8
  0.0 | 0.58993 | 0.58993 | 33
  0.5 | 0.39922 | 0.39922 | 19
  0.5 with eps_j in place of mu_j: 0.52780
  0.8 | 0.16667 | 0.16667 | 10
  1.0 | 0.12315 | 0.12315 | 9
even start, shift 0.5: predicted 0.31214, observed 0.31214
repelling shift (hartree): 1.381298
  growth per step: predicted 2.33333, observed 2.33333
shift 0.001 hartree below lambda:
  with J: predicted rate 0.00155, steps 4
  with A: predicted 0.74281, observed 0.74281, steps 58
plain SCF: predicted 0.74721, observed 0.74721, steps 58
Newton joint errors (a.u.): 1.72e-01 2.85e-02 5.68e-04 2.44e-07 3.53e-14
error / previous error squared: 0.959 0.698 0.756
Newton vs inverse-iteration direction: 4.2e-15
tripled repulsion, SCF error factor per step at mixing 0.4 and 0.2: 1.0598 0.8000
  residuals (hartree): SCF 3.7e-14, iteration 7.3e-15
no invariance: distance from true orbital 0.18548
  distance from tripled-repulsion orbital 1.8e-14
  its eigenvalue (hartree): 2.130453, by SCF 2.130453
```
